# Gibbons' Overlap Formula for the Amorphous Fraction under Ion Implantation

If the number of hits needed for amorphization is ignored, the predicted damage can be wrong by orders of magnitude. Suppose that each ion damages an area of $1\times10^{-13}$ cm² and that the fluence is $1\times10^{12}$ cm⁻². A law in which one hit is enough predicts an amorphous fraction of 0.095. If three hits are needed, the expected fraction is 0.000155, about 600 times smaller. At sixty times this fluence the two fractions are 0.998 and 0.938, so agreement near saturation says little about the early stage. The formula derived here gives the whole curve from two parameters, the damaged area and the number of overlaps.

## Model and conventions

Ions strike a flat target independently, with uniform probability per unit area. The fluence $\Phi$ is the number of ions per unit area. Each ion damages an area $a$, seen along the beam, and this area is taken to be the same at every depth in the layer considered.

A point is hit when it lies inside a damaged area. It stays crystalline through its first $m$ hits and becomes amorphous at hit number $m+1$. Thus $m$ counts the overlaps needed after the first hit: $m=0$ is direct amorphization, and $m=2$ means three hits.

Four further assumptions enter:

- Earlier damage does not change the area damaged by a later ion.
- Hits do not fade between impacts.
- Amorphous material does not recrystallize.
- The target is so large that its edges can be neglected.

The "region" that amorphizes is taken to be a point, because a region of finite size can be partly hit. If one instead calls a disk of radius $b$ hit whenever a damage disk of radius $r$ touches it, the impact centre must lie within $r+b$ of its centre. The area in the formula is then $\pi(r+b)^2$, and the result is the fraction of such regions touched often enough, which is a different quantity from the amorphous area.

The mean number of hits at a point is the dimensionless variable

$$x=a\Phi .$$

The result to be derived is

$$f_m(\Phi)=1-e^{-x}\sum_{k=0}^{m}\frac{x^k}{k!}. \tag{1}$$

Here $f_m$ is the expected amorphous fraction. A single finite target scatters about it.

## Counting the hits at one point

Let $N$ ions fall on an area $S$, with $N=\Phi S$. One ion covers a chosen point with probability $p=a/S$, so $Np=a\Phi=x$. The impacts are independent, and the $k$ ions that cover the point can be chosen in $N!/[k!(N-k)!]$ ways. Hence

$$P_N(k)=\frac{N(N-1)\cdots(N-k+1)}{k!}\,p^k(1-p)^{N-k}.$$

Insert $p=x/N$ and take one factor $N$ out of each of the $k$ factors in the numerator:

$$P_N(k)=\frac{x^k}{k!}\left[\prod_{j=0}^{k-1}\left(1-\frac jN\right)\right]\left(1-\frac xN\right)^{N-k}.$$

Now enlarge the target at fixed fluence, so that $N\to\infty$ while $x$ and $k$ stay fixed. The product has a fixed number of factors, each tending to 1. For the last factor,

$$(N-k)\ln\left(1-\frac xN\right)=(N-k)\left(-\frac xN-\frac{x^2}{2N^2}-\cdots\right)\to -x .$$

The hit count therefore follows the Poisson law

$$P_k=e^{-x}\frac{x^k}{k!}. \tag{2}$$

The point is crystalline if $k=0,1,\ldots,m$. These cases exclude one another, so their probabilities add, and one minus their sum is the probability that the point is amorphous.

To pass from a point to an area, let $I(\mathbf r)$ be 1 where the target is amorphous and 0 elsewhere. The amorphous fraction of one target is $F=S^{-1}\int I(\mathbf r)\,d^2r$. Its mean is the average of the point probabilities, and these are all equal. This gives Eq. (1). Independence between different points was not needed, which matters because neighbouring points are often hit by the same ion.

## How large must the target be?

Keeping the terms of order $1/N$ shows the error of the limit. From the logarithm of the expression for $P_N(k)$,

$$\ln\frac{P_N(k)}{P_k}\approx-\frac{k(k-1)}{2N}-\frac{x^2}{2N}+\frac{kx}{N}.$$

The first term comes from $\sum_j\ln(1-j/N)\approx-\sum_j j/N$. The other two come from $(N-k)\ln(1-x/N)+x$. For small corrections the logarithm equals the relative change, so

$$P_N(k)-P_k\approx-\frac{1}{2N}\left[k(k-1)-2kx+x^2\right]P_k .$$

Equation (2) gives $kP_k=xP_{k-1}$ and $k(k-1)P_k=x^2P_{k-2}$, where a $P$ with negative index is zero. The bracket times $P_k$ is then $x^2(P_k-2P_{k-1}+P_{k-2})$. Summed from $k=0$ to $m$, this second difference telescopes to $x^2(P_m-P_{m-1})$. The amorphous fraction is one minus the crystalline sum, which reverses the sign:

$$f_{m,N}-f_m\approx\frac{x^2}{2N}\left(P_m-P_{m-1}\right). \tag{3}$$

For $x=3$ and $m=2$, the right side is $(9/2)(4.5-3)e^{-3}/N$. With $e^{-3}=0.0498$ this is $0.336/N$, or $1.12\times10^{-3}$ for 300 ions. The binomial calculation gives a difference of $1.13\times10^{-3}$. With 3000 ions it is ten times smaller.

## Scatter of a single target

The scatter is simplest when the number of ions is itself Poisson distributed with mean $M=\Phi S$. Divide the target into parts that contain fractions $q_i$ of its area, with $\sum_i q_i=1$. The probability of finding $n_i$ impact centres in part $i$, with $n=\sum_i n_i$, is

$$e^{-M}\frac{M^n}{n!}\,\frac{n!}{\prod_i n_i!}\prod_i q_i^{n_i}
=\prod_i e^{-Mq_i}\frac{(Mq_i)^{n_i}}{n_i!}.$$

The counts in separate parts are therefore independent. Taking one part to be the area $a$ of centres that cover a given point also shows that Eq. (2) then holds without a large-target limit, provided the target has no edges, as on a periodic square, and is wide enough that a damaged area does not overlap itself.

Let the damage be a disk of radius $r$. Two points more than $2r$ apart are covered from disjoint sets of impact centres, so their states are independent. For closer points, the covariance of $I$ cannot exceed its variance $f(1-f)$ in magnitude, by the Cauchy–Schwarz inequality. Around each point, the area within distance $2r$ is $\pi(2r)^2=4a$. Hence

$$\operatorname{Var}F=\frac1{S^2}\iint\operatorname{Cov}(I,I')\,d^2r\,d^2r'
\le\frac{4a}{S}f(1-f). \tag{4}$$

On a periodic square with side larger than $4r$, the integral over the separation does not depend on $S$. The other integral gives one factor $S$, so the variance itself scales as $1/S$.

## The same law from rate equations

A balance over hit classes is useful when the model must be extended. Let $P_k(x)$ be the fraction of area with $k$ hits, and raise the fluence so that $x$ grows by $dx$. A point receives one further hit with probability $dx$, and two or more with probability of order $dx^2$. Each class loses its own members and gains from the class below:

$$\frac{dP_0}{dx}=-P_0,\qquad \frac{dP_k}{dx}=P_{k-1}-P_k\quad(k\ge1).$$

Set $Q_k=e^xP_k$. The derivative of the exponential cancels the loss term, leaving $Q_0'=0$ and $Q_k'=Q_{k-1}$. The unirradiated target has $Q_0(0)=1$ and $Q_k(0)=0$ for $k\ge1$. Thus $Q_0=1$, and integration gives $Q_1=x$, then $Q_2=x^2/2$. If $Q_{k-1}=x^{k-1}/(k-1)!$, one more integration gives $Q_k=x^k/k!$. This is Eq. (2) again.

## Shape and limits of the curve

Differentiate Eq. (1) with respect to $x$:

$$\frac{df_m}{dx}=e^{-x}\left[\sum_{k=0}^{m}\frac{x^k}{k!}-\sum_{k=1}^{m}\frac{x^{k-1}}{(k-1)!}\right]
=\frac{x^m}{m!}e^{-x}. \tag{5}$$

The second sum contains the powers $0$ to $m-1$ and cancels all of the first except its last term. The meaning is direct: new amorphous area forms where points with exactly $m$ hits are struck once more. The slope per unit fluence is $a$ times this expression.

For $m\ge1$, a further derivative gives

$$\frac{d^2f_m}{dx^2}=\frac{x^{m-1}(m-x)}{m!}e^{-x}.$$

It changes from positive to negative at $x=m$. The curve is sigmoidal, with its steepest growth at $\Phi=m/a$. For $m=0$ the slope $e^{-x}$ is largest at the start, and there is no incubation stage. These statements refer to a linear fluence axis. On a logarithmic axis the slope is $x\,df_m/dx=x^{m+1}e^{-x}/m!$, which peaks at $x=m+1$, so there even the $m=0$ curve looks S-shaped.

**Low fluence.** Since $f_m(0)=0$, Eq. (5) integrates to

$$f_m=\frac1{m!}\int_0^x t^m e^{-t}\,dt . \tag{6}$$

For $t\ge0$, $1-t\le e^{-t}\le1$. Integrating these bounds gives

$$\frac{x^{m+1}}{(m+1)!}\left[1-\frac{m+1}{m+2}x\right]\le f_m\le\frac{x^{m+1}}{(m+1)!}.$$

As $x\to0$ a plot of $\ln f_m$ against $\ln\Phi$ therefore approaches slope $m+1$, the number of hits needed. At finite $x$ the slope is smaller: for $m=2$ it is 2.68 at $f=0.01$ and 2.22 at $f=0.1$. The reading also assumes that no ion amorphizes anything directly. A direct area of only $0.01a$ adds about $0.01x$, which at $x=0.1$ exceeds $f_2$ and pulls the slope towards 1. At $x=0.1$ and $m=2$, the leading term is 0.000167 and the full result is 0.000155, so the leading term is about 8% too high relative to the full result.

**High fluence.** In the crystalline sum, the term with index $k-1$ is $k/x$ times the term with index $k$. For $x\gg m$ the last term dominates, and $1-f_m\approx x^me^{-x}/m!$. This limit is reached slowly. At $x=6$ and $m=2$ it gives $18e^{-6}=0.045$, while the remaining crystalline fraction is 0.062.

**Mean transformation fluence.** Let $\Phi_*$ be the fluence at which a chosen point turns amorphous. The probability that $\Phi_*>\Phi$ is $1-f_m(\Phi)$, and the mean of a positive variable is the integral of this probability:

$$\langle\Phi_*\rangle=\int_0^\infty(1-f_m)\,d\Phi
=\frac1a\sum_{k=0}^{m}\int_0^\infty\frac{x^k}{k!}e^{-x}\,dx=\frac{m+1}{a}.$$

Each integral equals 1, because $\int_0^\infty x^ke^{-x}dx=k!$. Every required hit thus adds $1/a$ to the mean.

## Ions with unequal damage, and layers with unequal damage

Suppose that ions of class $j$ arrive with fluence $\Phi_j$ and damage area $a_j$. Their hit counts at a point are independent Poisson variables with means $x_j=a_j\Phi_j$. For two classes, the total count has probability

$$\sum_{i=0}^{k}e^{-x_1}\frac{x_1^i}{i!}\,e^{-x_2}\frac{x_2^{k-i}}{(k-i)!}
=e^{-(x_1+x_2)}\frac{(x_1+x_2)^k}{k!},$$

by the binomial theorem. Adding classes one at a time gives a Poisson law with mean $\sum_j a_j\Phi_j=\bar a\Phi$, where $\bar a$ is the mean damaged area per ion. Equation (1) remains valid with $a$ replaced by $\bar a$, if every hit counts equally.

A variation of $a$ with depth is different. Points at different depths do not share one value of $x$, so Eq. (1) must be evaluated at each depth and the fractions averaged afterwards. Take $m=2$ and two equally thick layers, one with $x=0$ and one with $x=6$. The mean fraction is $(0+0.938)/2=0.469$. Inserting the mean value $x=3$ would give 0.577. The same rule applies to a beam whose fluence varies across the target, provided it changes little over the width of one damaged area.

## Worked example

The model parameters are $a=1\times10^{-13}$ cm² and $\Phi=3\times10^{13}$ cm⁻², so $x=3$ and $e^{-3}=0.0498$. The three crystalline sums are $1$, $1+3=4$ and $1+3+4.5=8.5$. Therefore

$$f_0=1-0.0498=0.950,\qquad f_1=1-4(0.0498)=0.801,$$
$$f_2=1-8.5(0.0498)=0.577.$$

An average of three hits per point still leaves 42% of the area crystalline when three hits are needed, because many points have received fewer than the average.

| $m$ | Half amorphous (10¹³ cm⁻²) | Steepest (10¹³ cm⁻²) | Mean (10¹³ cm⁻²) |
|---|---|---|---|
| 0 | 0.693 | 0 | 1 |
| 1 | 1.678 | 1 | 2 |
| 2 | 2.674 | 2 | 3 |

One measured half-amorphous fluence does not determine both parameters. If it is $2.674\times10^{13}$ cm⁻², then $m=2$ gives $a=1.0\times10^{-13}$ cm², while $m=0$ gives $0.6931/(2.674\times10^{13})=2.6\times10^{-14}$ cm². A measurement at a clearly different fluence, where the curves are not both close to saturation, is needed to separate them. At $6\times10^{13}$ cm⁻², for example, the first choice gives 0.938 and the second gives $1-e^{-0.6931\times6/2.674}=0.789$.

Equation (1) was tested by dropping disks at random on a periodic square and counting how many cover each probe point. At $x=3$, 400 runs gave mean fractions of 0.951, 0.802 and 0.577 for $m=0,1,2$, with standard errors of at most 0.002. Over all nine comparisons, at three fluences, the largest deviation was about 2.3 standard errors; the test allowed five. Two equally frequent disk sizes with the same mean area also agreed with Eq. (1), within two standard errors.

For $m=2$ at this fluence, a square with side 20 disk radii showed a standard deviation of 0.039 from run to run, below the bound of 0.088 from Eq. (4). A quarter of the area gave a variance 3.5 times larger, against the expected factor of 4. For nearly Gaussian scatter, each variance from 400 runs has a relative error of about $\sqrt{2/400}=0.07$, so their ratio is uncertain by about 10%, and the difference is not significant. The program also checks the rate equations, the slope, the low-fluence law, the mean transformation fluence and the recovery formula derived below.

## When hits fade between impacts

Fluence alone does not fix the result if damage recovers during irradiation. Take $m=1$, and let once-hit material return to the unhit state at rate $\nu$ under a constant ion flux $J$. Since $dx=aJ\,dt$, the recovery rate per unit $x$ is $\rho=\nu/(aJ)$, and

$$P_0'=-P_0+\rho P_1,\qquad P_1'=P_0-(1+\rho)P_1 .$$

Let $C=P_0+P_1$ be the crystalline fraction. Adding the equations gives $C'=-P_1$. Differentiating again, and using $P_0=C-P_1$,

$$C''=-P_0+(1+\rho)P_1=-C+(2+\rho)P_1=-C-(2+\rho)C'.$$

An exponential $e^{\lambda x}$ solves this if $\lambda^2+(2+\rho)\lambda+1=0$, so

$$\lambda_\pm=\frac{-(2+\rho)\pm\sqrt{\rho^2+4\rho}}2 .$$

The initial conditions are $C(0)=1$ and $C'(0)=-P_1(0)=0$. For $C=Ae^{\lambda_+x}+Be^{\lambda_-x}$ they require $A+B=1$ and $A\lambda_++B\lambda_-=0$. Hence

$$C=\frac{\lambda_+e^{\lambda_-x}-\lambda_-e^{\lambda_+x}}{\lambda_+-\lambda_-},\qquad f=1-C. \tag{7}$$

For $\rho=1$ and $x=3$, the roots are $-0.382$ and $-2.618$, and the amorphous fraction is 0.628 instead of 0.801. Recovery lowers the fraction because, for the same sequence of impacts, erasing a hit can delay the transformation but cannot advance it.

When $\rho\gg1$, the relation $\lambda_+\lambda_-=1$ with $\lambda_-\approx-\rho$ gives $\lambda_+\approx-1/\rho$. The other exponential has a negligible weight. As long as also $x\ll\rho^2$, so that the small error in $\lambda_+$ does not build up in the exponent,

$$C\approx e^{-x/\rho}=\exp\left(-\frac{a^2J\Phi}{\nu}\right).$$

At fixed fluence, a lower flux now leaves more crystal. At a single flux this limiting curve is Eq. (1) with $m=0$ and the smaller area $a/\rho$, so a good fit can suggest direct amorphization where two hits are in fact needed. For the amorphous fraction $f=1-C$ the resemblance also needs $x\gg1/\rho$: for $x\ll1/\rho$ recovery has not yet acted and $f\approx x^2/2$. Beyond that range a small $f$ still carries a relative error of order $2/\rho+1/(\rho x)$; at $\rho=10$ and $x=1$, Eq. (7) gives 0.074 while $1-e^{-x/\rho}$ gives 0.095. Repeating a fluence at a different flux is a useful check, provided the target temperature is held fixed: $\nu$ depends on temperature, and heating by a stronger beam can mask or reverse the trend. Equation (7) still assumes that the recovery rate at a point does not depend on the state of its neighbours; it does not describe regrowth from a crystalline boundary.

## Numerical evaluation

The crystalline sum is built from $t_0=e^{-x}$ and $t_k=t_{k-1}x/k$, which avoids separate factorials. At small $x$, subtracting this sum from 1 loses significant digits. It is then better to add the amorphous classes directly,

$$f_m=e^{-x}\sum_{k=m+1}^{\infty}\frac{x^k}{k!},$$

or to call the regularized lower incomplete gamma function with parameter $m+1$ and argument $x$, which is Eq. (6). To find the fluence for a required fraction between 0 and 1, solve for $x$ by bisection and divide by $a$. The root is unique because the slope in Eq. (5) is positive for all $x>0$.

## Computed values

```
Damaged area per ion a = 1.00e-13 cm^2
Triples below are for m = 0, 1, 2; fractions are dimensionless
Fluence 1.0e+12 cm^-2: mean hits x = 0.10
  formula fraction: 0.095163, 0.004679, 0.000155
Fluence 1.0e+13 cm^-2: mean hits x = 1.00
  formula fraction: 0.632121, 0.264241, 0.080301
Fluence 3.0e+13 cm^-2: mean hits x = 3.00
  formula fraction: 0.950213, 0.800852, 0.576810
Fluence 6.0e+13 cm^-2: mean hits x = 6.00
  formula fraction: 0.997521, 0.982649, 0.938031
Simulation: 400 runs, square side 20 disk radii
Simulated fraction at 1.0e+13 cm^-2: 0.6311, 0.2643, 0.0807
  standard error: 0.0019, 0.0018, 0.0009
Simulated fraction at 3.0e+13 cm^-2: 0.9513, 0.8023, 0.5772
  standard error: 0.0006, 0.0015, 0.0020
Simulated fraction at 6.0e+13 cm^-2: 0.9976, 0.9819, 0.9367
  standard error: 0.0001, 0.0003, 0.0007
Scatter (std) m=2, 3.0e13 cm^-2, side 20 radii: 0.0392, bound 0.0876
Scatter (std) m=2, 3.0e13 cm^-2, side 10 radii: 0.0736, bound 0.1751
Variance ratio, quarter-area to full target: 3.53
Unequal disks: radii 0.600 and 1.281 (mean radius^2 = 1)
  simulated fraction at 3.0e13 cm^-2: 0.9505, 0.8039, 0.5802
  standard error: 0.0008, 0.0017, 0.0023
Fixed N = 30, x = 3, m = 2: fraction 0.588649, minus limit 1.18e-02
Fixed N = 300, x = 3, m = 2: fraction 0.577936, minus limit 1.13e-03
Fixed N = 3000, x = 3, m = 2: fraction 0.576922, minus limit 1.12e-04
Rate equations, m = 0 to 4: largest difference below 1e-11: True
m=0: half-amorphous x = 0.6931, fluence = 6.931e+12 cm^-2
  steepest growth at 0.00e+00 cm^-2, mean fluence 1.00e+13 cm^-2
m=1: half-amorphous x = 1.6783, fluence = 1.678e+13 cm^-2
  steepest growth at 1.00e+13 cm^-2, mean fluence 2.00e+13 cm^-2
m=2: half-amorphous x = 2.6741, fluence = 2.674e+13 cm^-2
  steepest growth at 2.00e+13 cm^-2, mean fluence 3.00e+13 cm^-2
Leading low-fluence term at 1.0e12 cm^-2: 0.100000, 0.005000, 0.000167
Recovery rho = 1.0, m = 1, x = 3.0: lambda+ = -0.3820, lambda- = -2.6180
  fraction with recovery 0.6278, without 0.8009
```
